# Gauge invariance in embedded-atom alloys and Johnson's cross potential: a numerical check

```python
"""Gauge freedom of embedded-atom alloy energies and Johnson's cross potential.

E = sum_i F_a(rho_i) + 1/2 sum_{i != j} phi_ab(r_ij),  rho_i = sum_j f_b(r_ij),
with a, b the species of atoms i, j.  Results under test:
  * E is unchanged by F_a -> F_a + k_a rho, phi_ab -> phi_ab - k_a f_b - k_b f_a;
  * k_a = -F_a'(rho_eq) (effective pair gauge) makes the pair sum stationary
    at the equilibrium spacing of the pure crystal;
  * phi_ab = 1/2 [f_b/f_a phi_aa + f_a/f_b phi_bb] (Johnson) gives an alloy
    energy that does not depend on the gauge of the like-atom potentials.
Model: F = -xi sqrt(rho), f = f0 exp(-2q(r/r0-1)) c(r),
phi_aa = 2A exp(-p(r/r0-1)) c(r), c = common smooth cutoff.
Energies in eV, lengths in angstrom, densities without unit.
"""
import numpy as np
from scipy.optimize import brentq

XI = (1.3, 1.2)
A_REP = (0.10, 0.14)
P_REP = (10.0, 11.0)
Q_DEN = (2.5, 3.0)
R_REF = (2.8, 2.9)
F_REF = (1.0, 2.0)
R_ON, R_OFF = 4.2, 4.6
EXTRA_ENERGY = 0.05


def cutoff(r):
    t = np.clip((r - R_ON) / (R_OFF - R_ON), 0.0, 1.0)
    return (1 - t)**3 * (1 + 3*t + 6*t*t)


def atomic_density(b, r):
    return F_REF[b] * np.exp(-2*Q_DEN[b]*(r/R_REF[b] - 1)) * cutoff(r)


def build(k=(0.0, 0.0), rule="johnson", scale=(1.0, 1.0), hopping=False):
    """Return embed(a, rho), density(at a, from b, r), pair(a, b, r)."""
    def embed(a, rho):
        return -XI[a]*np.sqrt(rho/scale[a]) + k[a]*rho

    def density(a, b, r):
        if hopping:
            return np.sqrt(atomic_density(a, r)*atomic_density(b, r))
        return scale[b]*atomic_density(b, r)

    def like(a, r):
        bare = 2*A_REP[a]*np.exp(-P_REP[a]*(r/R_REF[a] - 1))*cutoff(r)
        return bare - 2*k[a]*density(a, a, r)

    def pair(a, b, r):
        if a == b:
            return like(a, r)
        result = np.zeros_like(r)
        inside = r < R_OFF
        s = r[inside]
        fa, fb = atomic_density(a, s), atomic_density(b, s)
        if rule in ("given", "swapped"):
            # an arbitrary cross potential, unrelated to the like-atom ones
            value = 0.3*np.exp(-8*(s/2.8 - 1))*cutoff(s)
            if rule == "given":
                value = value - k[a]*density(a, b, s) - k[b]*density(b, a, s)
            else:
                value = value - k[a]*density(a, a, s) - k[b]*density(b, b, s)
        elif rule == "arithmetic":
            value = 0.5*(like(a, s) + like(b, s))
        elif rule == "atomic ratio":
            value = 0.5*(fb/fa*like(a, s) + fa/fb*like(b, s))
        else:
            value = 0.5*(density(a, b, s)/density(a, a, s)*like(a, s)
                         + density(b, a, s)/density(b, b, s)*like(b, s))
            if rule == "johnson plus extra":
                value = value + EXTRA_ENERGY*np.log(fa/fb)**2*cutoff(s)
        result[inside] = value
        return result

    return embed, density, pair


def site_densities(types, dist, density):
    rho = np.zeros(len(types))
    for a in (0, 1):
        for b in (0, 1):
            block = dist[np.ix_(types == a, types == b)]
            rho[types == a] += density(a, b, block).sum(axis=1)
    return rho


def energy_parts(types, dist, model):
    """Array [embedding energy, pair energy] from the explicit sums."""
    embed, density, pair = model
    rho = site_densities(types, dist, density)
    embedding = sum(embed(a, rho[types == a]).sum() for a in (0, 1))
    pairs = 0.0
    for a in (0, 1):
        for b in (0, 1):
            block = dist[np.ix_(types == a, types == b)]
            pairs += 0.5*pair(a, b, block).sum()
    return np.array([embedding, pairs])


def distances(positions, box=None):
    delta = positions[:, None, :] - positions[None, :, :]
    if box is not None:
        delta = delta - box*np.round(delta/box)
    dist = np.sqrt((delta**2).sum(axis=2))
    np.fill_diagonal(dist, np.inf)
    return dist


def fcc_supercell(spacing, cells=3):
    cube = np.sqrt(2.0)*spacing
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    corners = np.array([[i, j, l] for i in range(cells)
                        for j in range(cells) for l in range(cells)])
    points = (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3)
    return cube*points, cube*cells


SHELL_COUNT = np.array([12, 6, 24])
SHELL_RATIO = np.sqrt(np.array([1.0, 2.0, 3.0]))


def bulk_parts(a, spacing, model):
    """[embedding, pair] energy per atom of pure fcc a from its shells."""
    embed, density, pair = model
    r = spacing*SHELL_RATIO
    rho = (SHELL_COUNT*density(a, a, r)).sum()
    return np.array([embed(a, rho), 0.5*(SHELL_COUNT*pair(a, a, r)).sum()])


def slope(function, x, h=1e-4):
    return (function(x + h) - function(x - h))/(2*h)


rng = np.random.default_rng(7)
original = build()

# Equilibrium of the pure crystals and the effective pair gauge
d_eq, rho_eq, k_eff = [], [], []
for a in (0, 1):
    d = brentq(lambda x: slope(
        lambda y: bulk_parts(a, y, original).sum(), x), 2.7, 3.1, xtol=1e-13)
    rho = (SHELL_COUNT*atomic_density(a, d*SHELL_RATIO)).sum()
    d_eq.append(d)
    rho_eq.append(rho)
    k_eff.append(XI[a]/(2*np.sqrt(rho)))
effective = build(k=k_eff)
pair_slope = []
for a in (0, 1):
    assert abs(slope(lambda x: effective[0](a, x), rho_eq[a])) < 1e-8
    s_orig = slope(lambda x: bulk_parts(a, x, original)[1], d_eq[a])
    s_eff = slope(lambda x: bulk_parts(a, x, effective)[1], d_eq[a])
    assert abs(s_eff) < 1e-5 and abs(s_orig) > 0.1
    pair_slope.append((s_orig, s_eff))

# Invariance for disordered alloys, periodic and free, with arbitrary k
positions, box = fcc_supercell(d_eq[0])
n_atoms = len(positions)
shaken = positions + rng.normal(0, 0.15, positions.shape)
mixed = rng.integers(0, 2, n_atoms)
k_test = (0.37, -0.21)
cases = [(mixed, distances(shaken, box)), (mixed[:20], distances(shaken[:20]))]
for types, dist in cases:
    for hopping in (False, True):
        def total(k, rule):
            return energy_parts(types, dist, build(k, rule, hopping=hopping)).sum()
        zero = (0.0, 0.0)
        assert abs(total(k_test, "given") - total(zero, "given")) < 1e-8
        assert abs(total(k_test, "johnson") - total(zero, "johnson")) < 1e-8
        assert abs(total(k_test, "arithmetic") - total(zero, "arithmetic")) > 1e-2 \
            or hopping
        if hopping:
            # atomic-density ratios are the wrong weights for this density
            assert abs(total(k_test, "atomic ratio")
                       - total(zero, "atomic ratio")) > 1e-2
        else:
            assert abs(total(k_test, "swapped") - total(zero, "swapped")) > 1e-2

# A quadratic embedding term leaves a three-body remainder
c_quad = 0.01
quadratic = (lambda a, rho: original[0](a, rho) + c_quad*rho**2,
             original[1], original[2])
side = {(0, 1): 2.8, (0, 2): 3.0, (1, 2): 3.5}
trimer = np.full((3, 3), np.inf)
for (i, j), r in side.items():
    trimer[i, j] = trimer[j, i] = r


def added_energy(dist):
    kinds = np.zeros(len(dist), dtype=int)
    return (energy_parts(kinds, dist, quadratic)
            - energy_parts(kinds, dist, original)).sum()


three_body = added_energy(trimer) - sum(
    added_energy(np.array([[np.inf, r], [r, np.inf]])) for r in side.values())
f01, f02, f12 = (atomic_density(0, np.array(side[key]))
                 for key in ((0, 1), (0, 2), (1, 2)))
three_body_formula = 2*c_quad*(f01*f02 + f01*f12 + f02*f12)
assert abs(three_body - three_body_formula) < 1e-12 and three_body > 1e-3

# Small random displacements in pure a
pure = np.zeros(n_atoms, dtype=int)
perfect = distances(positions, box)
for model in (original, effective):
    assert np.allclose(energy_parts(pure, perfect, model)/n_atoms,
                       bulk_parts(0, d_eq[0], model), atol=1e-10)
moved = distances(positions + rng.normal(0, 0.01, positions.shape), box)
shift_orig, shift_eff = [
    (energy_parts(pure, moved, m) - energy_parts(pure, perfect, m))/n_atoms
    for m in (original, effective)]
curvature = XI[0]/(4*rho_eq[0]**1.5)
d_rho = site_densities(pure, moved, original[1]) - rho_eq[0]
shift_second = 0.5*curvature*(d_rho**2).mean()
assert abs(shift_orig.sum() - shift_eff.sum()) < 1e-10
# third-order terms are left out: relative size of order d_rho/rho
assert abs(shift_eff[0]/shift_second - 1) < 0.02

# Unrelaxed vacancy in pure a
hole = perfect[1:, 1:]
vac_orig, vac_eff = [
    energy_parts(pure[1:], hole, m) - (n_atoms - 1)*bulk_parts(0, d_eq[0], m)
    for m in (original, effective)]
r_shell = d_eq[0]*SHELL_RATIO
f_shell = atomic_density(0, r_shell)
vac_pair = -0.5*(SHELL_COUNT*effective[2](0, 0, r_shell)).sum()
vac_embed = (SHELL_COUNT*(effective[0](0, rho_eq[0] - f_shell)
                          - effective[0](0, rho_eq[0]))).sum()
vac_second = 0.5*curvature*(SHELL_COUNT*f_shell**2).sum()
assert abs(vac_orig.sum() - vac_eff.sum()) < 1e-9
assert abs(vac_eff.sum() - vac_pair - vac_embed) < 1e-9
# next term is smaller by about f/(2 rho), some four percent here
assert abs(vac_embed/vac_second - 1) < 0.06

# One b atom in a, unrelaxed
solute = pure.copy()
solute[0] = 1


def solution_parts(**options):
    model = build(**options)
    return (energy_parts(solute, perfect, model)
            - (n_atoms - 1)*bulk_parts(0, d_eq[0], model)
            - bulk_parts(1, d_eq[1], model))


john_orig, john_eff = solution_parts(), solution_parts(k=k_eff)
arith_orig = solution_parts(rule="arithmetic").sum()
arith_eff = solution_parts(rule="arithmetic", k=k_eff).sum()
g_shell = atomic_density(1, r_shell)
arith_shift = (k_eff[0] - k_eff[1])*(SHELL_COUNT*(g_shell - f_shell)).sum()
assert abs(john_orig.sum() - john_eff.sum()) < 1e-9
assert abs(arith_eff - arith_orig - arith_shift) < 1e-9
assert abs(arith_shift) > 0.1
extra_orig = solution_parts(rule="johnson plus extra").sum()
extra_eff = solution_parts(rule="johnson plus extra", k=k_eff).sum()
assert abs(extra_orig - extra_eff) < 1e-9
assert abs(extra_orig - john_orig.sum()) > 1e-2

# Common and relative density scales
ratio = 1.2
common = solution_parts(scale=(ratio, ratio)).sum()
relative = solution_parts(scale=(1.0, ratio)).sum()
assert abs(common - john_orig.sum()) < 1e-9
assert abs(relative - john_orig.sum()) > 1e-2
assert np.allclose(bulk_parts(1, d_eq[1], build(scale=(1.0, ratio))),
                   bulk_parts(1, d_eq[1], original), atol=1e-12)


def split(label, parts):
    print(f"{label}: embed {parts[0]:.5f}, pair {parts[1]:.5f}, "
          f"sum {parts.sum():.5f} eV")


for a, name in enumerate("ab"):
    print(f"{name}: xi {XI[a]} eV, A {A_REP[a]} eV, p {P_REP[a]}, q {Q_DEN[a]}, "
          f"r0 {R_REF[a]} Ang, f0 {F_REF[a]}")
print(f"cutoff from {R_ON} to {R_OFF} Ang; atoms in supercell: {n_atoms}")
for a, name in enumerate("ab"):
    print(f"{name}: equilibrium neighbour distance {d_eq[a]:.5f} Ang")
    print(f"{name}: equilibrium density {rho_eq[a]:.5f} (no unit)")
    print(f"{name}: effective-gauge k = -F' = {k_eff[a]:.6f} eV")
    split(f"{name}: bulk per atom, original", bulk_parts(a, d_eq[a], original))
    split(f"{name}: bulk per atom, effective", bulk_parts(a, d_eq[a], effective))
    print(f"{name}: pair slope, original {pair_slope[a][0]:.4f} eV/Ang")
    print(f"{name}: pair slope, effective, size {abs(pair_slope[a][1]):.1e} eV/Ang")
print(f"trimer sides {side[0, 1]}, {side[0, 2]}, {side[1, 2]} Ang, c {c_quad} eV")
print(f"trimer remainder {three_body:.6f}, formula {three_body_formula:.6f} eV")
print("random displacements, 0.01 Ang per component, energy per atom in meV:")
print(f"  original: embed {1e3*shift_orig[0]:.4f}, pair {1e3*shift_orig[1]:.4f}")
print(f"  effective: embed {1e3*shift_eff[0]:.4f}, pair {1e3*shift_eff[1]:.4f}")
print(f"  total {1e3*shift_eff.sum():.4f}, second-order embed {1e3*shift_second:.4f}")
split("vacancy in a, original", vac_orig)
split("vacancy in a, effective", vac_eff)
print(f"vacancy, second-order embedding estimate {vac_second:.5f} eV")
for n in (0, 1):
    r = r_shell[n:n + 1]
    print(f"shell {n + 1} of a: {SHELL_COUNT[n]} atoms at {r[0]:.5f} Ang")
    print(f"  f_a {f_shell[n]:.5f}, f_b {g_shell[n]:.5f} (no unit)")
    for name, m in (("original", original), ("effective", effective)):
        print(f"  {name} phi_aa {m[2](0, 0, r)[0]:.5f}, phi_bb "
              f"{m[2](1, 1, r)[0]:.5f}, phi_ab {m[2](0, 1, r)[0]:.5f} eV")
split("b in a, Johnson, original", john_orig)
split("b in a, Johnson, effective", john_eff)
print(f"b in a, arithmetic mean, original inputs {arith_orig:.5f} eV")
print(f"b in a, arithmetic mean, effective inputs {arith_eff:.5f} eV")
print(f"predicted arithmetic shift {arith_shift:.5f} eV")
print(f"extra invariant term: energy constant {EXTRA_ENERGY} eV")
print(f"b in a, Johnson plus extra: {extra_orig:.5f} and {extra_eff:.5f} eV")
print(f"b in a, both densities times {ratio}: {common:.5f} eV")
print(f"b in a, only f_b times {ratio}: {relative:.5f} eV")
print("done: every assertion held")
```

Running it gives:

```
a: xi 1.3 eV, A 0.1 eV, p 10.0, q 2.5, r0 2.8 Ang, f0 1.0
b: xi 1.2 eV, A 0.14 eV, p 11.0, q 3.0, r0 2.9 Ang, f0 2.0
cutoff from 4.2 to 4.6 Ang; atoms in supercell: 108
a: equilibrium neighbour distance 2.80759 Ang
a: equilibrium density 12.58051 (no unit)
a: effective-gauge k = -F' = 0.183259 eV
a: bulk per atom, original: embed -4.61097, pair 1.17710, sum -3.43387 eV
a: bulk per atom, effective: embed -2.30549, pair -1.12838, sum -3.43387 eV
a: pair slope, original -4.2175 eV/Ang
a: pair slope, effective, size 1.8e-08 eV/Ang
b: equilibrium neighbour distance 2.90631 Ang
b: equilibrium density 24.66990 (no unit)
b: effective-gauge k = -F' = 0.120800 eV
b: bulk per atom, original: embed -5.96026, pair 1.64878, sum -4.31148 eV
b: bulk per atom, effective: embed -2.98013, pair -1.33135, sum -4.31148 eV
b: pair slope, original -6.2674 eV/Ang
b: pair slope, effective, size 3.5e-08 eV/Ang
trimer sides 2.8, 3.0, 3.5 Ang, c 0.01 eV
trimer remainder 0.023733, formula 0.023733 eV
random displacements, 0.01 Ang per component, energy per atom in meV:
  original: embed -0.3650, pair 1.0326
  effective: embed 0.0111, pair 0.6565
  total 0.6676, second-order embed 0.0111
vacancy in a, original: embed 2.35011, pair -1.17710, sum 1.17301 eV
vacancy in a, effective: embed 0.04462, pair 1.12838, sum 1.17301 eV
vacancy, second-order embedding estimate 0.04287 eV
shell 1 of a: 12 atoms at 2.80759 Ang
  f_a 0.98655, f_b 2.42141 (no unit)
  original phi_aa 0.19465, phi_bb 0.39755, phi_ab 0.31987 eV
  effective phi_aa -0.16693, phi_bb -0.18746, phi_ab -0.24305 eV
shell 2 of a: 6 atoms at 3.97053 Ang
  f_a 0.12366, f_b 0.21833 (no unit)
  original phi_aa 0.00306, phi_bb 0.00483, phi_ab 0.00407 eV
  effective phi_aa -0.04226, phi_bb -0.04792, phi_ab -0.05088 eV
b in a, Johnson, original: embed -1.47016, pair 1.03696, sum -0.43320 eV
b in a, Johnson, effective: embed 0.32895, pair -0.76215, sum -0.43320 eV
b in a, arithmetic mean, original inputs -0.71914 eV
b in a, arithmetic mean, effective inputs 0.39177 eV
predicted arithmetic shift 1.11091 eV
extra invariant term: energy constant 0.05 eV
b in a, Johnson plus extra: 0.14748 and 0.14748 eV
b in a, both densities times 1.2: -0.43320 eV
b in a, only f_b times 1.2: -0.69736 eV
done: every assertion held
```
